# Biaxial Clamping, Continuous Ferroelectric Transitions and Electrocaloric Broadening: a numerical check

```python
# Result under test: biaxial clamping changes the quartic Landau coefficient from
# b < 0 to b + 4 Q12^2/(s11+s12). If this is positive, the first-order transition
# becomes continuous and, for constant b and c, the electrocaloric peak becomes
# lower and broader.
# Energy density: a P^2/2 + b P^4/4 + c P^6/6 - E P, with a = a0 (T - T0).
# Q: electrostriction, s: compliance, alpha: thermal expansion, u_m: misfit strain.
# "stiffness" means the quadratic coefficient a. SI units inside; printed units vary.
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0
from scipy.optimize import brentq, minimize_scalar

# Rough rounded inputs in the regime of barium titanate
a0, T0, b_free, c6 = 6.7e5, 380.0, -8.0e8, 1.7e10
Q11, Q12, Q44 = 0.11, -0.043, 0.059
s11, s12, s44 = 8.3e-12, -2.7e-12, 9.2e-12
A12, A112, A123 = 3.2e8, 4.5e9, 4.9e9
alpha, u_m, heat_cap = 1.0e-5, -1.0e-3, 3.0e6
fields = (5.0e5, 5.0e6)

M = 1 / (s11 + s12)
b_clamp = b_free + 4 * Q12**2 * M
shift = 4 * Q12 * u_m * M
a_trans = 3 * b_free**2 / (16 * c6)
P_jump = np.sqrt(-3 * b_free / (4 * c6))
T_free = T0 + a_trans / a0
T_clamp = T0 + shift / a0
a_film = a0 + 4 * alpha * Q12 * M
E_crit = 6 * b_free**2 / (25 * c6) * np.sqrt(-3 * b_free / (10 * c6))

# Symbolic Legendre transform from the definition of strain
P, T, Tz, Tr, A, B, C, q, S1, S2, al, als, u, u0, x1, x2 = sp.symbols(
    'P T Tz Tr A B C q S1 S2 al als u u0 x1 x2')
G = (A*(T-Tz)*P**2/2 + B*P**4/4 + C*P**6/6 - S1*(x1**2+x2**2)/2
     - S2*x1*x2 - (q*P**2 + al*(T-Tr))*(x1+x2))
stress = sp.solve([-sp.diff(G, x1)-u, -sp.diff(G, x2)-u], [x1, x2], dict=True)[0]
F = sp.expand(sp.simplify((G + u*(x1+x2)).subs(stress)))


def coefficient(expression, power):
    derivative = sp.diff(expression, P, power).subs(P, 0)
    return sp.simplify(derivative / sp.factorial(power))


SS = S1 + S2
quad = 2 * coefficient(F, 2)
assert sp.simplify(4*coefficient(F, 4) - B - 4*q**2/SS) == 0
assert sp.simplify(6*coefficient(F, 6) - C) == 0
assert sp.simplify(quad - A*(T-Tz) + 4*q*(u-al*(T-Tr))/SS) == 0
film_slope = 2 * coefficient(sp.diff(F, T), 2)
assert sp.simplify(film_slope - A - 4*al*q/SS) == 0
heating_slope = sp.diff(quad.subs(u, u0 + als*(T-Tr)), T)
assert sp.simplify(heating_slope - A - 4*q*(al-als)/SS) == 0


# Order of the transition by brute-force minimization on a polarization grid
def landau(p, temp):
    return a0*(temp-T0)*p**2/2 + b_free*p**4/4 + c6*p**6/6


p_grid = np.arange(0, 0.3, 1e-4)


def transition(energy):
    low, high = 330.0, 520.0
    for _ in range(45):
        mid = (low + high) / 2
        if np.argmin(energy(p_grid, mid)) > 0:
            low = mid
        else:
            high = mid
    return low, p_grid[np.argmin(energy(p_grid, low))]


def composite(g):
    # film and substrate share a strain that minimizes their elastic energy
    def energy(p, temp):
        film_strain = u_m - Q12*p**2
        common = -film_strain / (1 + g)
        return landau(p, temp) + M*(film_strain+common)**2 + g*M*common**2
    return energy


t_free, p_free = transition(landau)
t_stress, p_stress = transition(
    lambda p, temp: landau(p, temp) - 2*Q12*(M*u_m)*p**2)
t_cl, p_cl = transition(lambda p, temp: landau(p, temp) + M*(u_m-Q12*p**2)**2)
assert abs(t_free-T_free) < 0.01 and abs(p_free-P_jump) < 3e-4
assert abs(t_stress-T_free-shift/a0) < 0.01 and abs(p_stress-P_jump) < 3e-4
assert abs(t_cl-T_clamp) < 0.01 and p_cl < 1e-3

clamp_fraction = -b_free / (4*Q12**2*M)
g_min = clamp_fraction / (1-clamp_fraction)
g_weak = 0.8 * g_min
b_weak = b_free + g_weak/(1+g_weak)*4*Q12**2*M
p_weak = transition(composite(g_weak))[1]
p_strong = transition(composite(1.25*g_min))[1]
assert abs(p_weak-np.sqrt(-3*b_weak/(4*c6))) < 1e-3 and p_strong < 1e-3


# Equilibrium polarization and the measured shape of the response
def polar(a, b, c, field):
    if field == 0:
        disc = b*b - 4*a*c
        if disc < 0:
            return 0.0
        x = (-b + np.sqrt(disc)) / (2*c)
        return np.sqrt(x) if x > 0 and a/2+b*x/4+c*x*x/6 < 0 else 0.0
    roots = np.roots([c, 0, b, 0, a, -field])
    p = roots[np.abs(roots.imag) < 1e-9].real
    p = p[p > 0]
    return p[np.argmin(a*p**2/2+b*p**4/4+c*p**6/6-field*p)]


def half_sides(response, center, peak, span):
    sides = []
    for sign in (1, -1):
        near, far = 0.0, span
        assert response(center + sign*span) < peak/2
        for _ in range(48):
            mid = (near+far)/2
            if response(center + sign*mid) > peak/2:
                near = mid
            else:
                far = mid
        sides.append(near)
    return sides


def shape(b, c, field):
    center = 0.0 if b >= 0 else 3*b*b/(16*c)
    y = polar(center, b, c, field)**2

    def response(a):
        return polar(a, b, c, field)**2 - polar(a, b, c, 0)**2
    up, down = half_sides(response, center, y, 10*(abs(b)*y+c*y*y))
    return center, y, up, down


def derived_sides(b, c, field):
    top = (field/c)**0.4
    y = brentq(lambda v: b*v**1.5+c*v**2.5-field, 0, 2*top, xtol=1e-15)
    up = (np.sqrt(2)-0.5)*b*y + (np.sqrt(2)-0.25)*c*y*y
    d = y/2
    x = brentq(lambda v: np.sqrt(v)*d*(b+c*(2*v-d))-field, d, 20*y, xtol=1e-15)
    return up, b*(x-d)+c*(x-d)**2


for field in fields:
    for b in (b_free, b_clamp):
        center, y, up, down = shape(b, c6, field)
        scan = center + np.linspace(-2, 2, 400)*(up+down)
        scan = np.append(scan, center + 1e-6*(up+down))
        values = [polar(a, b, c6, field)**2-polar(a, b, c6, 0)**2 for a in scan]
        assert max(values) <= y*(1+1e-9) and max(values) > 0.99*y
        brute = p_grid[np.argmin(center*p_grid**2/2+b*p_grid**4/4
                                 + c6*p_grid**6/6-field*p_grid)]
        assert abs(brute-np.sqrt(y)) < 2e-4
    assert np.allclose((up, down), derived_sides(b_clamp, c6, field), rtol=1e-6)

# Weak-field width laws, in units |b| = c = 1
weak = 1e-7
_, _, up, down = shape(1.0, 1.0, weak)
assert abs((up+down)/((3+np.sqrt(2))*weak**(2/3))-1) < 1e-3
_, _, up, down = shape(-1.0, 1.0, 1e-5)
assert abs((up+down)/(2e-5/np.sqrt(0.75))-1) < 1e-3

# Peak and width claims over field and renormalized quartic coefficient
unit_crit = 6/25*np.sqrt(0.3)
peak_ratios, width_ratios = [], []
for ratio_E in np.geomspace(1e-3, 1e2, 14):
    free = shape(-1.0, 1.0, ratio_E*unit_crit)
    for b in (0.01, 0.1, 0.65, 3.0):
        held = shape(b, 1.0, ratio_E*unit_crit)
        peak_ratios.append(held[1]/free[1])
        width_ratios.append((held[2]+held[3])/(free[2]+free[3]))
assert max(peak_ratios) < 1 and min(width_ratios) > 1

# The field-driven jump of the free crystal ends at the critical field
steps = []
for factor in (0.9, 1.1):
    curve = [polar(a, -1.0, 1.0, factor*unit_crit)
             for a in np.linspace(0.19, 0.55, 2000)]
    steps.append(np.max(np.abs(np.diff(curve))))
assert steps[0] > 0.15 and steps[1] < 0.02
assert abs(E_crit/unit_crit/(abs(b_free)**2.5/c6**1.5)-1) < 1e-12

# Entropy of film and of thick substrate, each by temperature differences
alpha_sub, g_thick, temp = 7.0e-6, 1000.0, T_clamp+5


def film_energy(p, e, t):
    return landau(p, t) + M*(u_m+e-alpha*(t-T_clamp)-Q12*p*p)**2


def sub_energy(e, t):
    return g_thick*M*(e-alpha_sub*(t-T_clamp))**2


def common_strain(p, t):
    d = t-T_clamp
    return (g_thick*alpha_sub*d-(u_m-alpha*d-Q12*p*p))/(1+g_thick)


def total_energy(p):
    e = common_strain(p, temp)
    return film_energy(p, e, temp)+sub_energy(e, temp)-fields[1]*p


p_on = minimize_scalar(total_energy, bounds=(0, 0.4), method='bounded').x


def entropies(p):
    e, h = common_strain(p, temp), 0.5
    return np.array([-(film_energy(p, e, temp+h)-film_energy(p, e, temp-h)),
                     -(sub_energy(e, temp+h)-sub_energy(e, temp-h))])/(2*h)


change = entropies(p_on)-entropies(0.0)
a_heating = a0+4*Q12*(alpha-alpha_sub)*M
assert abs(change[0]/(-a_film*p_on**2/2)-1) < 5e-3
assert abs(change.sum()/(-a_heating*p_on**2/2)-1) < 5e-3


# Adiabatic warming from the zero-field transition
def warming(start, center, slope, b, field):
    def balance(d):
        return (heat_cap*np.log1p(d/start)
                - slope*polar(center+slope*d, b, c6, field)**2/2)
    rise = brentq(balance, 0, 10)
    linear = start*slope*polar(center, b, c6, field)**2/(2*heat_cap)
    assert 0.85*linear < rise < 1.01*linear
    return rise


# Competing in-plane polarization: full clamped energy with three components
def energy3(p1, p2, p3, t):
    x, y, z = p1**2, p2**2, p3**2
    bulk = (a0*(t-T0)*(x+y+z)/2+b_free*(x*x+y*y+z*z)/4+c6*(x**3+y**3+z**3)/6
            + A12*(x*y+y*z+z*x)+A123*x*y*z
            + A112*(x*x*(y+z)+y*y*(x+z)+z*z*(x+y)))
    e1 = u_m-Q11*x-Q12*(y+z)
    e2 = u_m-Q11*y-Q12*(x+z)
    e6 = -Q44*p1*p2
    det = s11**2-s12**2
    return bulk+(s11*(e1**2+e2**2)-2*s12*e1*e2)/(2*det)+e6**2/(2*s44)


T_low = T_clamp-shape(b_clamp, c6, fields[1])[3]/a0
axis = np.arange(0, 0.301, 0.01)
mesh = np.meshgrid(axis, axis, axis, indexing='ij')
for t in np.linspace(T_low, T_clamp, 4):
    best = np.unravel_index(np.argmin(energy3(*mesh, t)), mesh[0].shape)
    assert best[0] == 0 and best[1] == 0
p3_low = polar(a0*(T_low-T_clamp), b_clamp, c6, 0)
in_plane = 2*(energy3(1e-3, 0, p3_low, T_low)-energy3(0, 0, p3_low, T_low))/1e-6
assert in_plane > 0

# Neglected temperature drift of the quartic coefficient (rough size).
# The maximum is searched for, since drift can move it off the transition.
drift, below, above, step = 2.0e7, T_clamp-T_low, 60.0, 0.1


def drift_scan(b, start, zero_stiffness, field):
    def response(t):
        a, b_t = a0*(t-zero_stiffness), b+drift*(t-T_free)
        on, off = polar(a, b_t, c6, field)**2, polar(a, b_t, c6, 0)**2
        return a0*(on-off)/2+drift*(on**2-off**2)/4
    temps = np.arange(start-below, start+above, step)
    values = np.array([response(t) for t in temps])
    at_start = response(start+1e-7)
    top = max(at_start, values.max())
    place = 0.0 if at_start >= values.max() else temps[values.argmax()]-start
    extent = step*np.count_nonzero(values > top/2)
    return top, place, extent, values[0]/top, response(start-150)/top


print(f"a0 = {a0:.2e} J m/(C^2 K); T0 = {T0:.0f} K")
print(f"b free = {b_free:.2e} J m^5/C^4; c = {c6:.2e} J m^9/C^6")
print(f"Q12 = {Q12:.3f} m^4/C^2; s11+s12 = {1/M:.2e} 1/Pa")
print(f"film expansion = {alpha:.1e} 1/K; misfit = {100*u_m:.2f} %")
print(f"heat capacity = {heat_cap/1e6:.1f} J/(cm3 K)")
print(f"quartic increase = {b_clamp-b_free:.4e} J m^5/C^4")
print(f"b clamped = {b_clamp:.4e} J m^5/C^4")
print(f"least clamping fraction = {clamp_fraction:.3f}")
print(f"least substrate/film stiffness-thickness ratio = {g_min:.2f}")
print(f"free: T = {T_free:.2f} K; jump = {100*P_jump:.2f} uC/cm2")
print(f"constant stress: T = {t_stress:.2f} K; jump = {100*p_stress:.2f} uC/cm2")
print(f"clamped: T = {T_clamp:.2f} K; grid jump = {100*p_cl:.2f} uC/cm2")
print(f"free latent entropy = {a0*P_jump**2/2000:.2f} mJ/(cm3 K)")
print(f"free critical field = {E_crit/1e5:.2f} kV/cm")
print(f"film entropy coefficient a_S = {a_film:.3e} J m/(C^2 K)")
print(f"a_S/a0 = {a_film/a0:.3f}")
for field in fields:
    fr, cl = shape(b_free, c6, field), shape(b_clamp, c6, field)
    wf, wc = (fr[2]+fr[3])/a0, (cl[2]+cl[3])/a0
    name = f"{field/1e5:.0f} kV/cm"
    print(f"{name}: peak P free, clamped = {100*np.sqrt(fr[1]):.2f}, "
          f"{100*np.sqrt(cl[1]):.2f} uC/cm2")
    print(f"{name}: entropy peak free = {a0*fr[1]/2000:.2f} mJ/(cm3 K)")
    print(f"{name}: clamped film+substrate, film = {a0*cl[1]/2000:.2f}, "
          f"{a_film*cl[1]/2000:.2f} mJ/(cm3 K)")
    print(f"{name}: free upper, lower half-width = {fr[2]/a0:.2f}, "
          f"{fr[3]/a0:.2f} K")
    print(f"{name}: clamped upper, lower half-width = {cl[2]/a0:.2f}, "
          f"{cl[3]/a0:.2f} K")
    print(f"{name}: full width free, clamped = {wf:.2f}, {wc:.2f} K; "
          f"ratio = {wc/wf:.2f}")
    print(f"{name}: warming free, clamped film = "
          f"{warming(T_free, a_trans, a0, b_free, field):.2f}, "
          f"{warming(T_clamp, 0.0, a_film, b_clamp, field):.3f} K")
    df = drift_scan(b_free, T_free, T0, field)
    dc = drift_scan(b_clamp, T_clamp, T_clamp, field)
    print(f"{name}, b drift: maxima free, clamped total = {df[0]/1000:.2f}, "
          f"{dc[0]/1000:.2f} mJ/(cm3 K)")
    print(f"{name}, b drift: maximum minus transition, free, clamped = "
          f"{df[1]:.1f}, {dc[1]:.1f} K")
    print(f"{name}, b drift: extent above half in window, free, clamped = "
          f"{df[2]:.1f}, {dc[2]:.1f} K")
    print(f"{name}, b drift: clamped response/maximum at window bottom, "
          f"150 K below = {dc[3]:.2f}, {dc[4]:.2f}")
print(f"drift window: {below:.1f} K below to {above:.1f} K above transition")
print("scan: field/critical field from 0.001 to 100, b*/|b| from 0.01 to 3")
print(f"scan: largest peak-P^2 ratio = {max(peak_ratios):.3f}")
print(f"scan: smallest width ratio = {min(width_ratios):.3f}")
print(f"assumed b drift = {drift:.1e} J m^5/(C^4 K)")
print(f"b clamped at its transition with drift = "
      f"{b_clamp+drift*(T_clamp-T_free):.2e} J m^5/C^4")
print(f"expansion mismatch {alpha-alpha_sub:.1e} 1/K: a_T/a0 = {a_heating/a0:.3f}")
spread, screen, thick, diffusivity, breakdown = 1e-4, 1e-11, 2e-7, 1e-6, 1e8
print(f"misfit spread {100*spread:.2f} %: transition spread = "
      f"{abs(4*Q12*M*spread/a0):.2f} K")
print(f"screening length {screen*1e9:.2f} nm, film {thick*1e9:.0f} nm: "
      f"transition lowered by {screen/(epsilon_0*thick*a0):.2f} K")
print(f"free crystal hysteresis limit = {b_free**2/(4*a0*c6):.2f} K above T0")
print(f"diffusivity {diffusivity*1e4:.2f} cm2/s: film heat-loss time = "
      f"{thick**2/diffusivity*1e9:.0f} ns")
print(f"largest field / rough film breakdown of {breakdown/1e8:.0f} MV/cm = "
      f"{fields[1]/breakdown:.3f}")
print(f"lowest temperature of c-phase check = {T_low:.2f} K")
print(f"in-plane stiffness there = {in_plane:.2e} J m/C^2")
print("all assertions hold")
```

Running it gives:

```
a0 = 6.70e+05 J m/(C^2 K); T0 = 380 K
b free = -8.00e+08 J m^5/C^4; c = 1.70e+10 J m^9/C^6
Q12 = -0.043 m^4/C^2; s11+s12 = 5.60e-12 1/Pa
film expansion = 1.0e-05 1/K; misfit = -0.10 %
heat capacity = 3.0 J/(cm3 K)
quartic increase = 1.3207e+09 J m^5/C^4
b clamped = 5.2071e+08 J m^5/C^4
least clamping fraction = 0.606
least substrate/film stiffness-thickness ratio = 1.54
free: T = 390.54 K; jump = 18.79 uC/cm2
constant stress: T = 436.38 K; jump = 18.79 uC/cm2
clamped: T = 425.84 K; grid jump = 0.01 uC/cm2
free latent entropy = 11.82 mJ/(cm3 K)
free critical field = 10.74 kV/cm
film entropy coefficient a_S = 3.629e+05 J m/(C^2 K)
a_S/a0 = 0.542
5 kV/cm: peak P free, clamped = 20.10, 9.11 uC/cm2
5 kV/cm: entropy peak free = 13.54 mJ/(cm3 K)
5 kV/cm: clamped film+substrate, film = 2.78, 1.51 mJ/(cm3 K)
5 kV/cm: free upper, lower half-width = 7.27, 0.00 K
5 kV/cm: clamped upper, lower half-width = 7.93, 11.91 K
5 kV/cm: full width free, clamped = 7.27, 19.83 K; ratio = 2.73
5 kV/cm: warming free, clamped film = 1.68, 0.212 K
5 kV/cm, b drift: maxima free, clamped total = 21.70, 1.89 mJ/(cm3 K)
5 kV/cm, b drift: maximum minus transition, free, clamped = 0.0, 0.0 K
5 kV/cm, b drift: extent above half in window, free, clamped = 4.9, 48.3 K
5 kV/cm, b drift: clamped response/maximum at window bottom, 150 K below = 0.66, 0.39
50 kV/cm: peak P free, clamped = 24.52, 17.02 uC/cm2
50 kV/cm: entropy peak free = 20.14 mJ/(cm3 K)
50 kV/cm: clamped film+substrate, film = 9.71, 5.26 mJ/(cm3 K)
50 kV/cm: free upper, lower half-width = 45.48, 0.00 K
50 kV/cm: clamped upper, lower half-width = 45.40, 39.83 K
50 kV/cm: full width free, clamped = 45.48, 85.24 K; ratio = 1.87
50 kV/cm: warming free, clamped film = 2.58, 0.744 K
50 kV/cm, b drift: maxima free, clamped total = 38.20, 10.11 mJ/(cm3 K)
50 kV/cm, b drift: maximum minus transition, free, clamped = 0.0, -31.7 K
50 kV/cm, b drift: extent above half in window, free, clamped = 19.2, 68.1 K
50 kV/cm, b drift: clamped response/maximum at window bottom, 150 K below = 1.00, 0.72
drift window: 39.8 K below to 60.0 K above transition
scan: field/critical field from 0.001 to 100, b*/|b| from 0.01 to 3
scan: largest peak-P^2 ratio = 0.869
scan: smallest width ratio = 1.152
assumed b drift = 2.0e+07 J m^5/(C^4 K)
b clamped at its transition with drift = 1.23e+09 J m^5/C^4
expansion mismatch 3.0e-06 1/K: a_T/a0 = 0.862
misfit spread 0.01 %: transition spread = 4.58 K
screening length 0.01 nm, film 200 nm: transition lowered by 8.43 K
free crystal hysteresis limit = 14.05 K above T0
diffusivity 0.01 cm2/s: film heat-loss time = 40 ns
largest field / rough film breakdown of 1 MV/cm = 0.050
lowest temperature of c-phase check = 386.01 K
in-plane stiffness there = 2.40e+07 J m/C^2
all assertions hold
```
